\section*{When and Why Perpendicular Vias Cancel In-Plane Stress at a Transistor}

\section{Result and conditions}

Two identical vias stand at equal distances $d$ from a transistor, in perpendicular directions. If silicon is treated as a thick isotropic elastic body and the vias are elastically matched to it, their in-plane stresses cancel at the transistor. The reason is not that their deep fields are equal and opposite. A transistor lies at the free surface, where the stress of one via is $2(1-\nu)$ times the deep one. The cancellation holds there because the surface field has its own opposite radial and hoop parts:
\begin{equation}
\sigma_{rr}=-\sigma_{\theta\theta}=
\begin{cases}
\dfrac{SR^2}{2r^2} & \text{far below the surface},\\[2mm]
(1-\nu)\dfrac{SR^2}{r^2} & \text{at the surface}.
\end{cases}
\label{result}
\end{equation}
Between these two limits the pair does not cancel in general, and in real, cubic silicon it cancels only partly for most via directions.

Here $R$ is the via radius, with $R<d/\sqrt2$ so that the two vias do not overlap, $r$ the distance from the via's axis, and $z\ge0$ the depth into the wafer. Tension is positive. ``Matched'' means that via and silicon share Young's modulus $E$ and Poisson's ratio $\nu$ and differ only in thermal expansion $\alpha$. The misfit strain and the stress scale are
\begin{equation}
e=(\alpha_{\rm via}-\alpha_{\rm Si})\Delta T,\qquad S=-\frac{Ee}{1-\nu}.
\end{equation}
Cooling makes $e<0$ and $S>0$. Displacements are counted from the freely contracted silicon. The vias are long, bonded and elastic.

The example uses rough typical values: copper vias with $R=2.5\,\mu$m and $d=10\,\mu$m, cooled from a stress-free 400 K to 300 K, with expansions of 17 and 2.6 ppm/K. Then $e=-14.4\times10^{-6}\times100=-1.44\times10^{-3}$. With $E=166.5$ GPa and $\nu=0.217$, an isotropic average of silicon's cubic constants, $S=306$ MPa.

\section{What a quarter turn does}

With uniform stiffness the equations are linear, so the fields of the isolated vias add. Put the transistor at the origin and the vias at $(-d,0)$ and $(0,-d)$. For the first via, $x$ is the radial direction and $y$ the hoop direction; for the second the roles are exchanged. Axial symmetry forbids a shear $\sigma_{r\theta}$. Hence
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\sigma_{rr}+\sigma_{\theta\theta},\qquad \sigma_{xy}=0 .
\label{pair}
\end{equation}
The pair cancels if and only if the in-plane sum of \emph{one} via vanishes. Each contribution below is judged by that sum.

\section{The deep field}

Let $\mu=E/[2(1+\nu)]$ and $\lambda=2\mu\nu/(1-2\nu)$. The stress is
\begin{equation}
\sigma_{ij}=\lambda\delta_{ij}\nabla\!\cdot\!\mathbf u+2\mu\varepsilon_{ij}-(3\lambda+2\mu)e\,\delta_{ij},
\end{equation}
the last term being present only inside the via. Far from its ends a long bonded via cannot lengthen relative to the silicon, so $u_z=0$ and $u_r$ depends on $r$ alone. Radial equilibrium, $\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0$, becomes $(\lambda+2\mu)(u_r'+u_r/r)'=0$ in each region. The solution that is regular on the axis, decays outside and is continuous at $R$ is
\begin{equation}
u_r=ar\ (r<R),\qquad u_r=aR^2/r\ (r>R).
\end{equation}
Equal radial traction on both sides of $r=R$ requires
\begin{equation}
2(\lambda+\mu)a-(3\lambda+2\mu)e=-2\mu a .
\end{equation}
Since $3\lambda+2\mu=2\mu(1+\nu)/(1-2\nu)$ and $\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$,
\begin{equation}
a=\frac{(3\lambda+2\mu)e}{2(\lambda+2\mu)}=\frac{(1+\nu)e}{2(1-\nu)},\qquad
-4\mu a=-\frac{Ee}{1-\nu}=S .
\end{equation}
Outside, $\varepsilon_{rr}=-aR^2/r^2=-\varepsilon_{\theta\theta}$. The dilatation is zero, and $\sigma_{rr}=-2\mu aR^2/r^2=SR^2/(2r^2)=-\sigma_{\theta\theta}$. This is the first line of \eqref{result}. Inside, the axial stress is
\begin{equation}
\sigma_{zz}=2\lambda a-(3\lambda+2\mu)e=2\lambda a-2(\lambda+2\mu)a=-4\mu a=S .
\end{equation}
At $r=d$ the deep stresses are $\pm306/(2\times16)=\pm9.57$ MPa.

\section{The contribution of the free surface}

If the deep field is continued up to $z=0$, it leaves a traction $S$ on the via's end face. A free surface carries none, so a field must be added with $\sigma_{zz}=-S$ on the disc $r<R$, zero outside it, and no shear traction. Take a function $\chi$ with $\nabla^2\chi=0$ whose derivatives decay into the wafer. Let subscripts $z$ on $\chi$ denote derivatives and let $\alpha=x,y$:
\begin{align}
2\mu u_\alpha&=-(1-2\nu)\partial_\alpha\chi-z\,\partial_\alpha\chi_z,\\
2\mu u_z&=2(1-\nu)\chi_z-z\chi_{zz}.
\end{align}
Using $\partial_\alpha\partial_\alpha\chi=-\chi_{zz}$ (summed over $\alpha$),
\begin{align}
2\mu\,\partial_\alpha u_\alpha&=(1-2\nu)\chi_{zz}+z\chi_{zzz},\label{div2}\\
2\mu\,\partial_zu_z&=(1-2\nu)\chi_{zz}-z\chi_{zzz},\\
2\mu\,\nabla\!\cdot\!\mathbf u&=2(1-2\nu)\chi_{zz}.\label{div3}
\end{align}
Equilibrium requires $\nabla^2\mathbf u+\nabla(\nabla\!\cdot\!\mathbf u)/(1-2\nu)=0$. The explicit factors $z$ give $2\mu\nabla^2\mathbf u=-2\nabla\chi_{zz}$, and \eqref{div3} supplies $+2\nabla\chi_{zz}$, so the field is admissible. Its tractions are
\begin{align}
\sigma_{zz}&=2\nu\chi_{zz}+(1-2\nu)\chi_{zz}-z\chi_{zzz}=\chi_{zz}-z\chi_{zzz},\\
\sigma_{\alpha z}&=\tfrac12\left[-(1-2\nu)-1+2(1-\nu)\right]\partial_\alpha\chi_z-z\,\partial_\alpha\chi_{zz}=-z\,\partial_\alpha\chi_{zz}.
\end{align}
The shear vanishes at $z=0$, and the remaining condition is $\chi_{zz}=-S$ on the disc and $0$ outside. On the surface, therefore, $(r\chi_r)'/r=-\chi_{zz}$ equals $S$ on the disc and $0$ outside, where $\chi_r=\partial\chi/\partial r$. Integrating from the axis gives $\chi_r=SR^2/(2r)$ for $r>R$.

The added surface displacement is $-(1-2\nu)SR^2/(4\mu r)$. The deep one is $aR^2/r=-SR^2/(4\mu r)$. Together,
\begin{equation}
u_r(z=0)=-\frac{SR^2}{4\mu r}\left[1+(1-2\nu)\right]=-\frac{(1-\nu)SR^2}{2\mu r}.
\end{equation}
This is again proportional to $1/r$, so $\varepsilon_{rr}+\varepsilon_{\theta\theta}=0$. The condition $\sigma_{zz}=0$ then gives $\varepsilon_{zz}=0$, and $\sigma_{rr}=2\mu\varepsilon_{rr}=(1-\nu)SR^2/r^2=-\sigma_{\theta\theta}$, the second line of \eqref{result}.

The surface thus raises the stress of one via from 9.57 to 14.98 MPa, a factor of 1.57, yet leaves the pair's sum at zero. The perpendicular arrangement matters: two vias on opposite sides along one line give $\sigma_{xx}=29.96$ and $\sigma_{yy}=-29.96$ MPa at the surface.

\section{The contribution of depth}

Outside the via the deep part has no in-plane sum, so at depth $z$ only the added field counts. From \eqref{div2} and \eqref{div3},
\begin{equation}
\sigma_{rr}+\sigma_{\theta\theta}=4\nu\chi_{zz}+(1-2\nu)\chi_{zz}+z\chi_{zzz}=(1+2\nu)\chi_{zz}+z\chi_{zzz}.
\end{equation}
The function $\chi_{zz}$ is itself harmonic, with known surface values. Poisson's formula for a half-space gives $\chi_{zz}=-(S/2\pi)\int_{\rm disc}z\,\rho^{-3}\,dA$, where $\rho$ is the distance from the surface element. For a thin via this is $-SR^2z/(2\rho^3)$ with $\rho^2=d^2+z^2$, and
\begin{equation}
\sigma_{rr}+\sigma_{\theta\theta}\simeq-SR^2\left[\frac{(1+\nu)z}{\rho^3}-\frac{3z^3}{2\rho^5}\right].
\label{depth}
\end{equation}
By \eqref{pair} the pair leaves this stress in both $x$ and $y$. For $z\ll d$ it grows linearly, as $-(1+\nu)SR^2z/d^3$. For $z\gg d$ it falls as $(\tfrac12-\nu)SR^2/z^2$. It changes sign where $(1+\nu)(d^2+z^2)=\tfrac32z^2$, here near $z=2.1d$.

With the full disc average the residual is $-0.05$ MPa at a depth of 20 nm, $-6.35$ MPa at $5\,\mu$m and $-0.06$ MPa at $20\,\mu$m. A shallow channel hardly notices it. A device $5\,\mu$m deep would keep a residual equal to about 40\% of one via's surface stress.

\section{The contribution of silicon's anisotropy}

On a (001) wafer a quarter turn maps the crystal onto itself. A single via may now also produce a shear $s=\sigma_{r\theta}$, but turning the in-plane tensor exchanges its diagonal elements and reverses $s$:
\begin{equation}
\begin{pmatrix}\sigma_{rr}&s\\ s&\sigma_{\theta\theta}\end{pmatrix}+
\begin{pmatrix}\sigma_{\theta\theta}&-s\\ -s&\sigma_{rr}\end{pmatrix}
=(\sigma_{rr}+\sigma_{\theta\theta})\begin{pmatrix}1&0\\0&1\end{pmatrix}.
\end{equation}
The criterion survives, but the sum need no longer vanish. To see why in the deep field, resolve the misfit into plane waves. Outside the via, $u_z=0$ gives $\sigma_{rr}+\sigma_{\theta\theta}=(c_{11}+c_{12})\nabla\!\cdot\!\mathbf u$, so the dilatation decides. A misfit wave of amplitude $e$ along a symmetry direction displaces the crystal along that direction only. Equilibrium lets no normal stress vary along the wave, so $M\,\nabla\!\cdot\!\mathbf u=(c_{11}+2c_{12})e$. The dilatation is thus proportional to $1/M$, where $M$ is the longitudinal stiffness:
\begin{equation}
M_{[100]}=c_{11},\qquad M_{[110]}=\tfrac12(c_{11}+c_{12})+c_{44}.
\end{equation}
If $M$ is the same in all directions, the dilatation follows the misfit point by point and is zero outside the via. With the input values chosen for this example, $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa, $M$ is 166 GPa along [100] and 195 GPa along [110]. The waves then no longer add up to zero outside.

The table gives stresses in MPa at $r=d$ for matched vias in a thick cubic crystal. The angle is measured from [100].

\begin{center}
\begin{tabular}{lrrr}
Via direction & radial & hoop & pair \\ \hline
Deep, [100] & 5.13 & $-9.60$ & $-4.47$\\
Deep, [110] & 14.54 & $-9.15$ & 5.39\\
Surface, [100] & 9.34 & $-12.61$ & $-3.27$\\
Surface, $22.5^\circ$ & 13.71 & $-13.96$ & $-0.25$\\
Surface, [110] & 19.61 & $-15.83$ & 3.77
\end{tabular}
\end{center}

At the surface the pair keeps 19\% of one via's radial stress for [110] and 35\% for [100]. The sign changes between these directions, so in the thick crystal the pair's in-plane stress vanishes slightly above $22.5^\circ$. This angle is not a layout rule for a thinned wafer: finite thickness adds a positive term (next section), which moves the zero towards [100] and can remove it.

\section{Weighing the remaining contributions}

\textbf{Wafer thickness.} Finite elements for one via through an isotropic, matched plate give an in-plane sum below 0.1 MPa, which is within the numerical error, at a thickness of $800\,\mu$m and 2.5 MPa at $50\,\mu$m. With the rest held fixed, thinning to $50\,\mu$m spoils the cancellation by about 2.5 MPa. The term depends steeply on the thickness $t$. For the matched plate the surface sum is $(1+\nu)SR\int_0^\infty J_1(kR)J_0(kd)\,\frac{2kt}{\sinh kt+kt}\,dk$, which gives 0.7 MPa at $100\,\mu$m, 3.6 MPa at $40\,\mu$m and 7.9 MPa at $20\,\mu$m. A thin matched via that ends at depth $L$ in a thick wafer leaves about $(1+\nu)SR^2L/(d^2+L^2)^{3/2}$, or 0.9 MPa for $L=50\,\mu$m.

\textbf{Copper's stiffness.} Giving the via in the $50\,\mu$m plate $E=120$ GPa and $\nu=0.34$ changes the sum to 1.7 MPa. In addition, unmatched vias disturb each other. One via's field at the other scales as $(R/d)^2$, and the disturbance returned to the transistor carries another such factor. Relative to one via's stress, the order of size is the shear-modulus contrast times $(R/d)^2$, about 2\%.

\textbf{Position.} Since $\sigma\propto r^{-2}$, a shift $\delta$ towards one via changes its stress by a fraction of about $2\delta/d$. It also turns the line to the other via by an angle of about $\delta/d$, which adds a shear of about $2\delta/d$ times one via's stress. For $\delta=0.5\,\mu$m towards the via on the $x$ axis, the isotropic surface pair leaves $\sigma_{xx}=1.73$, $\sigma_{yy}=-1.73$ and $\sigma_{xy}=-1.49$ MPa.

\textbf{Temperature and yielding.} In this linear model a chip at 350 K has half the stress, 7.49 MPa from one via at the surface. Deep in the matched via the axial stress is $S$ and both lateral stresses are $S/2$, so the von Mises stress is $S/2=153$ MPa. That is below a rough copper yield stress of 200 MPa, but cooling by more than about 130 K would exceed it (annealed copper vias are often stress-free well above 400 K), and the estimate does not cover the via's end.

\textbf{The real case.} The stress-free temperature depends on processing and is only roughly represented here. For a shallow device with the dimensions and the position error used here, the largest computed residual normal stress comes from silicon's anisotropy when the vias lie along [110] or [100]: in a thick crystal, dropping isotropy moves the surface residual from zero to 3 or 4 MPa in magnitude, against 15 MPa for one isotropic via. Thickness and copper's stiffness together add about 2 MPa in the isotropic plate. This ranking holds for the $50\,\mu$m plate; below about $40\,\mu$m the thickness term is as large or larger. In a thin cubic plate the positive thickness term raises the [110] residual and offsets the [100] one. That combined case is not tabulated here, and the oxide liner, the wiring layers and the transistor's own structure are left out. For the dimensions used here, perpendicular placement is therefore a means of reducing via stress at a shallow device, not of removing it. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
via radius 2.5 um, distance 10.0 um, wafer 50.0 um
stress-free 400.0 K, wafer 300.0 K, in use 350.0 K
expansion via 17.0, Si 2.6 ppm/K
Si c11, c12, c44: 166, 64, 80 GPa
isotropic E 166.5 GPa, nu 0.2169, shear 68.4 GPa
misfit strain -1.440e-03
S, deep axial stress in via 306.1 MPa
one via, deep: radial 9.57, hoop -9.57 MPa
one via, surface: radial 14.98, hoop -14.98 MPa
surface/deep ratio 1.566
perpendicular pair, deep: largest part 4.4e-15 MPa
perpendicular pair, surface: largest part 2.1e-14 MPa
pair on one line, surface: xx 29.96, yy -29.96 MPa
pair residual (xx = yy) against depth, isotropic:
  z   0.02 um:   -0.050 MPa
  z   1.00 um:   -2.427 MPa
  z   2.00 um:   -4.434 MPa
  z   5.00 um:   -6.350 MPa
  z  10.00 um:   -3.058 MPa
  z  20.00 um:   -0.058 MPa
  z 100.00 um:    0.050 MPa
cubic silicon, matched vias: one radial, one hoop, pair xx = yy:
  deep [100]: 5.13, -9.60, -4.47 MPa
  deep 22.5 deg: 8.95, -9.41, -0.46 MPa
  deep [110]: 14.54, -9.15, 5.39 MPa
  surface [100]: 9.34, -12.61, -3.27 MPa
  surface 22.5 deg: 13.71, -13.96, -0.25 MPa
  surface [110]: 19.61, -15.83, 3.77 MPa
finite elements, surface: radial, hoop, sum (pair xx = yy):
  matched, 800 um plate: 14.99, -14.97, 0.03 MPa
  matched, 50 um plate: 16.18, -13.68, 2.51 MPa
  copper, 50 um plate: 16.10, -14.36, 1.73 MPa
copper E 120 GPa, nu 0.34, shear 44.8 GPa
mutual disturbance, order of size 2.2 % of one via
transistor 0.5 um nearer one via: xx 1.73, yy -1.73, xy -1.49 MPa
deep von Mises stress in matched via 153 MPa
rough copper yield stress 200 MPa
one via, surface radial at 350 K: 7.49 MPa
\end{verbatim}
